# Arrival Time of a Space-Charge-Limited Copper Ion Front, part 1

(Sections cited here and not found follow in the second part.)

## 1. The moving front and the field behind it

### What dimensions fix

A planar film of thickness $L$ and permittivity $\varepsilon$ is free of charge when a voltage $V$ is switched on across it. Positive ions of mobility $\mu$ then enter from one face. Suppose that the supply of ions is unlimited, that they move by drift alone, and that nothing captures them. The arrival time $t_1$ of the leading ions at the other face can then depend on $L$, $\mu$, $V$ and $\varepsilon$, and on nothing else.

In metres, seconds, volts and amperes, the units of these quantities are

$$
[L]=\mathrm m,\qquad [\mu]=\frac{\mathrm{m^2}}{\mathrm{V\,s}},\qquad [V]=\mathrm V,\qquad [\varepsilon]=\frac{\mathrm{A\,s}}{\mathrm{V\,m}} .
$$

The ampere occurs in $\varepsilon$ alone, so a time built from the four quantities cannot contain $\varepsilon$. The second comes from $1/\mu$, the volt is then removed by $1/V$, and the remaining length squared by $L^2$. Hence

$$
t_1=c\,\tau,\qquad \tau=\frac{L^2}{\mu V},
\tag{1}
$$

where $c$ is a pure number. The time $\tau$ is the transit time in the uniform field $V/L$, because an ion there has speed $\mu V/L$ and needs $L/(\mu V/L)$ to cross. The value of $c$ measures how far the injected charge changes the field in which its own leading edge moves. The result derived below is

$$
c=2\left(1-e^{-1/2}\right)\approx0.787 .
\tag{2}
$$

The argument also shows where the result can fail. A finite ion concentration $n_0$ at the contact adds the dimensionless group $qn_0L^2/(\varepsilon V)$, where $q$ is the ion charge. Diffusion at temperature $T$ adds $k_BT/(qV)$. With either present, $c$ becomes a function of these groups.

### Model and signs

The contact that supplies ions is at $x=0$ and the counter electrode is at $x=L$. The field $E(x,t)$ is positive when it points from the first to the second, so positive ions move toward larger $x$. The voltage is the whole potential drop inside the film:

$$
\int_0^L E(x,t)\,dx=V,\qquad V>0\ \text{constant for } t>0 .
\tag{3}
$$

Let $\rho$ be the charge density of the ions. Gauss's law and conservation of charge read

$$
\varepsilon\frac{\partial E}{\partial x}=\rho,
\qquad
\frac{\partial\rho}{\partial t}+\frac{\partial}{\partial x}(\mu\rho E)=0 .
\tag{4}
$$

The mobility is a constant, independent of field and position. The ions are treated as a continuous charge in a mean field, so the discreteness of charge is left out. There is no fixed charge and no charge of the other sign.

The unlimited supply becomes a boundary condition as follows. Let the contact hold the ion concentration at $n_0$. The total current density $J$, which is the sum of the ion current and the displacement current, then satisfies at $x=0$

$$
\varepsilon\frac{dE(0,t)}{dt}=J-\mu q n_0E(0,t).
$$

The last term drives the contact field toward $J/(\mu q n_0)$ with the relaxation time $\varepsilon/(\mu q n_0)$. Both vanish as $n_0\to\infty$ when $J$ stays finite. The boundary condition for an unlimited supply is therefore

$$
E(0,t)=0\qquad (t>0).
\tag{5}
$$

The ion current at the contact remains finite, since a vanishing field multiplies a diverging density.

### The current is set by the field at the far side

Substitute $\rho=\varepsilon\,\partial E/\partial x$ into the time derivative of the conservation law and exchange the order of the derivatives:

$$
\frac{\partial}{\partial x}\left(\varepsilon\frac{\partial E}{\partial t}+\mu\rho E\right)=0 .
$$

The bracket is the total current density. It does not depend on position:

$$
J(t)=\varepsilon\frac{\partial E}{\partial t}+\mu\rho E .
\tag{6}
$$

For $t>0$ this is also the current per area in the external circuit.

Now integrate (6) over the film. The left side gives $JL$. In the ion term, Gauss's law gives $\rho E=\varepsilon E\,\partial E/\partial x=\tfrac12\varepsilon\,\partial(E^2)/\partial x$. Therefore

$$
JL=\varepsilon\frac{d}{dt}\int_0^LE\,dx+\frac{\varepsilon\mu}{2}\left[E(L,t)^2-E(0,t)^2\right].
\tag{7}
$$

The first term on the right is $\varepsilon\,dV/dt$, which is zero at fixed voltage. The contact field vanishes by (5). What remains is

$$
J(t)=\frac{\varepsilon\mu}{2L}\,E(L,t)^2 .
\tag{8}
$$

This relation needs no knowledge of how the ions are distributed inside the film. It holds before and after arrival, provided that (5) continues to hold and that ions reaching $x=L$ leave the film.

### Equation for the field ahead of the front

Let $x_f(t)$ be the position of the leading ions. Between $x_f$ and $L$ there is no charge, so Gauss's law makes the field uniform there. Call it $F(t)$; then $E(L,t)=F(t)$. In this empty region (6) contains the displacement current alone, $J=\varepsilon\,dF/dt$. Equating this to (8) and dividing by $\varepsilon$ gives

$$
\frac{dF}{dt}=\frac{\mu}{2L}F^2 .
\tag{9}
$$

The initial value needs some care, because charge appears at the contact as soon as the voltage is applied. Behind the front the field lies between zero and $F$, since positive charge makes $E$ rise with $x$. The voltage condition therefore gives the bounds

$$
F(L-x_f)\le V\le FL .
\tag{10}
$$

At $t=0^+$ the ions have not yet moved and $x_f\to0$. The two bounds meet, so $F(0^+)=V/L$. The charge is then a thin layer at the contact: the field is zero on its contact side and $V/L$ on the other. By Gauss's law the layer holds $\varepsilon V/L$ per area. This charge was needed on the electrode to charge the empty capacitor, and it now lies just inside the film.

Write $F_0=V/L$. Separation of variables in (9) gives

$$
\int_{F_0}^{F}\frac{dF'}{F'^2}=\frac{\mu}{2L}\int_0^tdt'
\quad\Longrightarrow\quad
\frac1{F_0}-\frac1F=\frac{\mu t}{2L}.
$$

Multiply by $F_0$. Since $\mu F_0/(2L)=\mu V/(2L^2)=1/(2\tau)$, the result is

$$
F(t)=\frac{F_0}{1-t/(2\tau)} .
\tag{11}
$$

The expression would diverge at $t=2\tau$, but it applies until the front arrives, which happens well before that.

### Motion of the front and its arrival

The leading ions sit at the edge of the empty region, where the field is $F$. Their speed is $\mu F$. Hence

$$
x_f(t)=\mu F_0\int_0^t\frac{dt'}{1-t'/(2\tau)}
=-2\tau\mu F_0\ln\left(1-\frac{t}{2\tau}\right).
$$

Because $\tau\mu F_0=L$,

$$
x_f(t)=-2L\ln\left(1-\frac{t}{2\tau}\right).
\tag{12}
$$

Set $x_f=L$. Then $\ln(1-t_1/2\tau)=-\tfrac12$, so $1-t_1/2\tau=e^{-1/2}$ and

$$
\boxed{\,t_1=2\left(1-e^{-1/2}\right)\frac{L^2}{\mu V}\,}.
\tag{13}
$$

Combining (11) and (12) gives the field as a function of front position, $F=F_0\,e^{x_f/(2L)}$. The field met by the front grows by the factor $e^{1/2}\approx1.65$ during the crossing.

For computation at small arguments, (12) is best evaluated as $x_f=-2L\,\mathrm{log1p}(-t/2\tau)$. Its inverse is $t=-2\tau\,\mathrm{expm1}(-x_f/2L)$. The first avoids the rounding of $1-t/2\tau$ before the logarithm is taken, and the second avoids subtracting two nearly equal numbers.

### Why the front is early, and bounds for a weaker supply

The order of $t_1$ and $\tau$ follows without solving (9). Once ions occupy a region of finite width, the field there is lower than $F$. The mean field is still $V/L$, so the field ahead must exceed it: $F>V/L$. The leading ions move faster than $\mu V/L$ at every later moment and arrive before $\tau$. In physical terms, the injected charge screens the region behind it, and the fixed voltage then falls more steeply across the region ahead.

The same reasoning gives a bracket for a limited supply. Keep drift alone and constant mobility, and let the contact field be any $E(0,t)\ge0$, with the first ions leaving at $t=0$. Equation (7) then gives, before arrival,

$$
\frac{dF}{dt}=\frac{\mu}{2L}\left[F^2-E(0,t)^2\right].
$$

Since $0\le E(0,t)\le F$, the right side lies between zero and $\mu F^2/(2L)$. Starting from $F_0$, the field ahead stays between $F_0$ and the function (11). The arrival time $t_a$ of the leading ions therefore satisfies

$$
2\left(1-e^{-1/2}\right)\tau\le t_a\le\tau .
\tag{14}
$$

The lower end belongs to the unlimited supply. The upper end is approached when so few ions enter that the field remains uniform. An arrival outside this bracket requires a process that the drift model with constant mobility and fixed voltage leaves out.

### The ions behind the front

The front calculation used the boundary condition at the contact and the voltage condition. It remains to show that a complete distribution of ions satisfies both. Follow an ion, so that $dx/dt=\mu E$. The field it experiences changes at the rate

$$
\frac{dE}{dt}=\frac{\partial E}{\partial t}+\mu E\frac{\partial E}{\partial x}
=\frac{\partial E}{\partial t}+\frac{\mu\rho E}{\varepsilon}
=\frac{J}{\varepsilon}=\frac{dF}{dt}.
\tag{15}
$$

The difference $s=F-E$ is thus constant for each ion and can serve as its label. By Gauss's law $\varepsilon s$ is the charge per area between the ion and the front. The front has $s=0$.

Ions with $0\le s\le F_0$ belong to the initial layer. They leave $x=0$ at $t=0$ with fields between $F_0$ and zero. Integrating $dx/dt=\mu(F-s)$ gives

$$
x=x_f(t)-\mu st .
\tag{16}
$$

At fixed time, $\partial E/\partial s=-1$ and $\partial x/\partial s=-\mu t$. Their ratio is $\partial E/\partial x=1/(\mu t)$, and so

$$
\rho=\frac{\varepsilon}{\mu t}.
\tag{17}
$$

The initial layer spreads into a slab whose density is uniform in space and falls as $1/t$. Its width is $\mu F_0t=Lt/\tau$.

Ions with $s>F_0$ leave later. At departure $E=0$, so the departure time $t'$ is fixed by $F(t')=s$. From (11), $t'=2\tau(1-F_0/s)$. Integration from $t'$ to $t$ gives

$$
x=x_f(t)-x_f(t')-\mu s(t-t').
\tag{18}
$$

Differentiate at fixed $t$, remembering that $t'$ depends on $s$ and that $dx_f(t')/dt'=\mu F(t')=\mu s$:

$$
\frac{\partial x}{\partial s}=-\mu s\frac{dt'}{ds}-\mu(t-t')+\mu s\frac{dt'}{ds}=-\mu(t-t').
\tag{19}
$$

The density is therefore $\rho=\varepsilon/[\mu(t-t')]$. At $t'=0$ it joins (17) continuously. In both groups $x$ decreases steadily with $s$, so ions do not overtake one another. The last label present is $s=F$, for which $x=0$ and $E=0$, as (5) requires.

For the voltage, note that $E=F-s$ behind the front and $E=F$ ahead of it. Hence

$$
\int_0^LE\,dx=FL-I,\qquad
I=\int_0^Fs\left|\frac{\partial x}{\partial s}\right|ds .
$$

With $|\partial x/\partial s|=\mu t$ for the first group and $\mu(t-t')$ for the second,

$$
\begin{aligned}
I&=\frac{\mu tF^2}{2}-2\mu\tau\int_{F_0}^{F}(s-F_0)\,ds\\
&=\mu\tau(F^2-F_0F)-\mu\tau(F-F_0)^2\\
&=\mu\tau F_0(F-F_0)=L(F-F_0).
\end{aligned}
\tag{20}
$$

The second line uses $t=2\tau(1-F_0/F)$. The integral of the field is then $FL-L(F-F_0)=F_0L=V$ at every time up to arrival. The front law and the distribution behind it are consistent.

## 2. Current, implementation and a copper example

### Symbols and results carried over

The film has thickness $L$ and permittivity $\varepsilon$; the ions have charge $q$ and mobility $\mu$, and enter at $x=0$. The voltage $V$ is fixed, $F_0=V/L$, and $\tau=L^2/(\mu V)$. Under unlimited supply the contact field is zero. Before arrival, the field ahead of the front and the front position are

$$
F=\frac{F_0}{1-t/(2\tau)},\qquad
x_f=-2L\ln\left(1-\frac t{2\tau}\right),
$$

and the front arrives at $t_1=2(1-e^{-1/2})\tau$. The total current density is $J=\varepsilon\mu E(L,t)^2/(2L)$. An ion keeps the label $s=F-E$. For drift alone with constant mobility, a weaker supply gives an arrival between $t_1$ and $\tau$.

### A direct form of the profile

The slab formed by the first ions occupies $x_f-Lt/\tau\le x\le x_f$. There the field is linear:

$$
E=F-\frac{x_f-x}{\mu t}.
\tag{21}
$$

For ions that left later, the departure condition gives $\mu(t-t')=2L(1/s-1/F)$. Also $x_f(t)-x_f(t')=2L\ln(F/s)$, because $F=F_0e^{x_f/(2L)}$. With $y=E/F=1-s/F$, the ion position becomes

$$
\frac xL=2\left[-\ln(1-y)-y\right].
\tag{22}
$$

To tabulate the profile, choose $y$ between zero and $1-F_0/F$, compute $x$ from (22), and set $E=yF$. Equation (21) supplies the slab, and $E=F$ supplies the rest. No differential equation has to be integrated.

Close to the contact, $-\ln(1-y)-y\approx y^2/2$. Thus $E\approx F\sqrt{x/L}$ and, by Gauss's law, $\rho\approx\varepsilon F/(2\sqrt{Lx})$. The density diverges at the contact, but the charge in any finite interval is finite. A numerical grid must allow for this square-root behaviour. A real contact cuts the divergence off at its finite ion concentration.

For an unlimited supply and drift alone, the leading ions cross the film in $t_1\approx0.787\,L^2/(\mu V)$, and the field and ion distribution behind them are known in closed form. What remains is the current, a numerical check with moving charge sheets, and a copper example that shows where diffusion, limited supply and other neglected effects matter.
